\section*{Origin Dependence and Negative Strengths in X-ray Absorption Beyond the Dipole}

\section*{Adding a quadrupole strength}

\textbf{Q.} At a sulfur K edge the X-ray wavelength is no longer huge compared with a molecule. I therefore compute the dipole oscillator strength, compute the quadrupole strength, and add them. Both are squares, so the sum is positive and better than the dipole value alone. What could be wrong with that?

\textbf{A.} Let us count powers of the wave vector. Take one-photon absorption of linearly polarized light (real $\boldsymbol\epsilon$), non-relativistic electrons, Coulomb gauge and atomic units. Between orthogonal states of equal spin, and with the spin-dependent coupling left out (it has no matrix element between singlets), the amplitude is
\begin{equation}
T=\langle n|\sum_j e^{i\mathbf k\cdot\mathbf r_j}\,\boldsymbol\epsilon\cdot\mathbf p_j|0\rangle ,\qquad \boldsymbol\epsilon\perp\mathbf k,\quad k=\alpha\omega ,
\end{equation}
where $\omega$ is the excitation energy and $\alpha$ the fine-structure constant. Expanding the exponential gives $T=T_0+T_1+T_2+\dots$, with $T_m\propto k^m$. The intensity is
\begin{equation}
|T|^2=|T_0|^2+2\,\mathrm{Re}(T_0^*T_1)+\left[|T_1|^2+2\,\mathrm{Re}(T_0^*T_2)\right]+O(k^3).
\end{equation}
For real wavefunctions and real $\boldsymbol\epsilon$, $\mathbf p=-i\nabla$ makes $T_0$ and $T_2$ imaginary. The extra factor $i$ in $T_1$ makes it real, so the first-order term vanishes. The square $|T_1|^2$ and the interference $2\,\mathrm{Re}(T_0^*T_2)$ are both of order $k^2$. Your sum keeps part of the first and drops the second.

\textbf{Q.} Only part of the first?

\textbf{A.} $T_1$ contains $r_a p_b$. Its symmetric part is the electric quadrupole (E2), and its antisymmetric part is angular momentum, the magnetic dipole (M1). Likewise $T_2$ contains the electric octupole (E3) and the magnetic quadrupole (M2), both interfering with the electric dipole (E1). Here E3 means the fully symmetric part of $r_ar_cp_b$ and M2 the remainder, with traces included. The traces matter: a traceless octupole would not interfere with E1 after averaging over all orientations.

\section*{Moving the origin}

\textbf{Q.} Perhaps the dropped terms are small. Why should they be tied to the ones I keep?

\textbf{A.} Measure positions from a new origin $\mathbf a$, so that $\mathbf r\to\mathbf r-\mathbf a$. The full amplitude acquires only a phase, $T'=e^{-i\kappa}T$ with $\kappa=\mathbf k\cdot\mathbf a$. Collecting powers of $k$,
\begin{equation}
T_0'=T_0,\qquad T_1'=T_1-i\kappa T_0,\qquad T_2'=T_2-i\kappa T_1-\tfrac12\kappa^2T_0 .
\end{equation}
The two second-order pieces become
\begin{align}
|T_1'|^2&=|T_1|^2+2\kappa\,\mathrm{Re}(-iT_1^*T_0)+\kappa^2|T_0|^2,\\
2\,\mathrm{Re}(T_0^*T_2')&=2\,\mathrm{Re}(T_0^*T_2)+2\kappa\,\mathrm{Re}(-iT_0^*T_1)-\kappa^2|T_0|^2 .
\end{align}
Since $-iT_1^*T_0$ is the complex conjugate of $iT_0^*T_1$, its real part is $\mathrm{Re}(iT_0^*T_1)$. The terms linear in $\kappa$ therefore cancel, as do the quadratic ones. The complete second-order sum
\begin{equation}
S_2=|T_0|^2+|T_1|^2+2\,\mathrm{Re}(T_0^*T_2)
\end{equation}
is origin independent for each orientation, while $|T_0|^2+|T_1|^2$ is not.

\textbf{Q.} Yet quadrupole strengths of dipole-forbidden lines are quoted without naming an origin.

\textbf{A.} That is legitimate when $T_0=0$: then $T_1'=T_1$ and the interference vanishes. The difficulty belongs to transitions that also have dipole strength, however weak.

\section*{Averaging over orientations}

\textbf{Q.} My sample is randomly oriented. Does averaging help, and what if I keep all electric terms but no magnetic ones?

\textbf{A.} We need the average for a unit vector $\mathbf n=\mathbf k/k$ perpendicular to $\boldsymbol\epsilon$. Isotropy and symmetry under $a\leftrightarrow c$ allow only
\begin{equation}
\langle n_a\epsilon_b n_c\epsilon_d\rangle=A\,\delta_{ac}\delta_{bd}+B(\delta_{ab}\delta_{cd}+\delta_{ad}\delta_{bc}).
\end{equation}
Setting $a=c$, $b=d$ and summing gives $9A+6B=1$. Setting $a=b$ and summing gives $A+4B=0$, because $\mathbf n\cdot\boldsymbol\epsilon=0$. Hence $A=4/30$ and $B=-1/30$.

For an excitation from one real orbital $i$ to another, $v$, define
\begin{equation}
D_b=\langle v|\nabla_b|i\rangle,\quad G_{ab}=\langle v|r_a\nabla_b|i\rangle,\quad H_{acb}=\langle v|r_ar_c\nabla_b|i\rangle .
\end{equation}
A singlet excitation from a closed shell has amplitude
\begin{equation}
T=-i\sqrt2\,\epsilon_b\left[D_b+ik_aG_{ab}-\tfrac12k_ak_cH_{acb}+\dots\right].
\end{equation}
With $f=(2/\omega)\langle|T|^2\rangle$ and $\langle\epsilon_b\epsilon_d\rangle=\delta_{bd}/3$, the contributions are
\begin{align}
f_0&=\frac{4}{3\omega}D^2,\\
f_{11}&=\frac{4k^2}{30\,\omega}\left[4G_{ab}G_{ab}-(G_{aa})^2-G_{ab}G_{ba}\right],\\
f_{02}&=-\frac{4k^2}{30\,\omega}\left[4D_bH_{aab}-2D_cH_{aca}\right].
\end{align}
The minus sign in $f_{02}$ comes from the $-\frac12$ in the expansion, whose magnitude is cancelled by the 2 in $2\,\mathrm{Re}$. The last two terms of the average coincide because $H_{acb}=H_{cab}$. Inserting a symmetric plus an antisymmetric part of $G$ into $f_{11}$ gives no cross term, so E2 and M1 strengths add.

Now start from an origin where $G=0$. After the shift, $G_{ab}'=-a_aD_b$ and $H_{acb}'=H_{acb}+a_aa_cD_b$, so
\begin{equation}
\Delta f_{11}=\frac{4k^2}{30\,\omega}\left[4a^2D^2-2(\mathbf a\cdot\mathbf D)^2\right]=-\Delta f_{02}.
\end{equation}
For $\mathbf a\perp\mathbf D$ this is $\Delta f_{11}=\frac25k^2a^2f_0$. Averaging does not remove the growth.

For the electric terms alone, use the symmetric part $S_{ab}=-\frac12(a_aD_b+a_bD_a)$. Its bracket is
\begin{equation}
3S_{ab}S_{ab}-(S_{aa})^2=\tfrac32a^2D^2+\tfrac12(\mathbf a\cdot\mathbf D)^2 .
\end{equation}
The shift of the fully symmetrized $H$ is $K_{acb}=\frac13(a_aa_cD_b+a_ca_bD_a+a_ba_aD_c)$. It contributes $-2D_bK_{aab}=-\frac23[a^2D^2+2(\mathbf a\cdot\mathbf D)^2]$. Making the octupole operator Hermitian adds only terms linear in $\langle v|\mathbf r|i\rangle$, which do not shift for orthogonal orbitals. The total is
\begin{equation}
\Delta f_{\rm electric}=\frac{4k^2}{30\,\omega}\,\frac56\left[a^2D^2-(\mathbf a\cdot\mathbf D)^2\right].
\end{equation}
From an origin where $G=0$, this vanishes for a shift along $\mathbf D$, but not in general. Such an origin need not exist; for a general $G$, terms linear in $\mathbf a$ appear, and the electric sum can drift even along $\mathbf D$. The magnetic terms are needed.

\section*{A molecule}

\textbf{Q.} How large is this in a real case?

\textbf{A.} Take linear CS$_2$ with a chosen C--S distance of 1.55~\AA, in restricted Hartree--Fock with the def2-TZVP basis. Excite a sulfur 1s electron to the lowest dipole-allowed $\pi^*$ pair, summing $f$ over the pair. The orbitals are frozen and $\omega$ is the orbital gap, 92.04 hartree (2504.5~eV). Core-hole relaxation, correlation and relativity are left out, so these numbers test the expansion and do not predict a spectrum. The absolute strengths are also not converged in the basis, because the virtual $\pi^*$ orbital spreads as the basis grows: the dipole strengths fall by 12\% in def2-QZVP and by 41\% in aug-cc-pVTZ. Ratios to the dipole strength are stable; those quoted below for the even core orbital move by less than 0.002. The wave number is $k=0.6716$ bohr$^{-1}$, the S--S distance $R=5.858$ bohr, and $kR=3.935$.

For a 1s orbital localized on the left sulfur, in units of $10^{-3}$:

\begin{center}
\begin{tabular}{lrrrrr}
origin & E1 & E2 & M1 & $f_{02}$ & sum\\ \hline
left S & 2.828 & 0.000 & 0.000 & $-0.009$ & 2.819\\
C & 2.828 & 1.631 & 2.737 & $-4.376$ & 2.819\\
right S & 2.828 & 6.546 & 10.946 & $-17.501$ & 2.819
\end{tabular}
\end{center}

Your dipole-plus-quadrupole value is 2.828 with the origin on the absorbing atom, $2.828+1.631=4.459$ on carbon, and 9.374 on the other sulfur. The complete sum stays at 2.819, as does the strength from the unexpanded exponential. The shift law gives the scale: from left S to C, $ka=kR/2=1.967$, so $\frac25(1.967)^2\times2.828=4.38$, against $1.631+2.737=4.368$ in the table. The small difference arises because $G$ is not quite zero at the sulfur nucleus.

To test the expansion and the averaging formulas, the unexpanded strength was integrated on the same spatial grid as the moments and averaged numerically over directions. Its numerical $k^2$ coefficient agreed with the tensor formulas to within $5\times10^{-5}f_0$ bohr$^2$, where $f_0$ is the dipole strength of the even core orbital.

\section*{A negative strength}

\textbf{Q.} Then I shall use the complete sum. It approximates a square, so it is surely positive.

\textbf{A.} It is a truncated series, not a square. For real states $T_1$ is real while $T_0$ and $T_2$ are imaginary, so
\begin{equation}
|T_0+T_1+T_2|^2=|T_0|^2+|T_1|^2+|T_2|^2+2\,\mathrm{Re}(T_0^*T_2)=S_2+|T_2|^2 .
\end{equation}
Thus $S_2$ is a square minus $|T_2|^2$. It is negative when the interference is destructive and $2|T_0T_2|>|T_0|^2+|T_1|^2$, which requires $|T_2|>\frac12|T_0|$. This can happen because $kR$ is large, or because $T_0$ is accidentally small while $T_1$ is small too.

CS$_2$ shows the first route if we use the even combination of the two 1s orbitals. Treat the sulfurs as point absorbers with equal local amplitudes $t$:
\begin{equation}
T_{\rm even}=\frac{t}{\sqrt2}\left(e^{i\mathbf k\cdot\mathbf R/2}+e^{-i\mathbf k\cdot\mathbf R/2}\right)=\sqrt2\,t\cos\frac{\mathbf k\cdot\mathbf R}{2}.
\end{equation}
Let $\mu=\mathbf n\cdot\mathbf R/R$ and $q=kR$. The $\pi^*$ pair has equal dipoles along the two directions perpendicular to $\mathbf R$. Averaging over polarization weights a direction by $\frac12[2-(1-\mu^2)]\propto1+\mu^2$, or $\frac38(1+\mu^2)$ when normalized on $-1\le\mu\le1$. Hence $\langle\mu^2\rangle=\frac38(\frac23+\frac25)=\frac25$. With $\cos^2x=1-x^2+\dots$,
\begin{equation}
\frac{f_{\rm even}}{f_0}=1-\frac{q^2}{4}\langle\mu^2\rangle+\dots=1-\frac{q^2}{10}+\dots
\end{equation}
In this model the truncated result is negative for $q>\sqrt{10}=3.162$. The molecular moments give the sign change at $kR=3.163$.

At the actual $kR$ the ratio is $1-1.547=-0.547$. With $f_0=5.657\times10^{-3}$, the complete second-order sum is $-3.096\times10^{-3}$, on carbon and on sulfur alike. Origin independence does not establish convergence.

\textbf{Q.} What is the strength before truncation?

\textbf{A.} Use $\cos^2x=\frac12(1+\cos2x)$, together with $\int_{-1}^{1}\cos q\mu\,d\mu=2\sin q/q$. Minus the second $q$-derivative of that integral supplies the factor $\mu^2$:
\begin{equation}
\frac{f_{\rm even}}{f_0}=\frac12\left[1+\frac32\left(\frac{\sin q}{q}+\frac{\cos q}{q^2}-\frac{\sin q}{q^3}\right)\right].
\end{equation}
This gives 0.339, and the molecular calculation 0.338, or $f=1.911\times10^{-3}$. For $q\to0$ the ratio tends to 1; for $q\to\infty$ the interference averages out and it tends to $\frac12$.

\section*{Where the missing strength goes}

\textbf{Q.} Could I square $T_0+T_1+T_2$ and be safe?

\textbf{A.} You would gain positivity and lose origin independence, because $|T_2|^2$ is only part of the fourth order; $2\,\mathrm{Re}(T_1^*T_3)$ and $2\,\mathrm{Re}(T_0^*T_4)$ are missing. For the even orbital the square gives $2.33\times10^{-3}$ with the origin on carbon and $18.66\times10^{-3}$ on sulfur.

\textbf{Q.} Does a spectrum then show a dip at the even transition?

\textbf{A.} No. The odd combination has $|T|^2=2|t|^2\sin^2(\mathbf k\cdot\mathbf R/2)$, which begins at $+q^2/10$ in units of $f_0$. The two core levels differ by only $3.9\times10^{-6}$ hartree here (a basis-dependent value: in def2-QZVP it is $6\times10^{-7}$ hartree with the order reversed), so their strengths are added if the splitting is unresolved:
\begin{equation}
(-3.096+8.735)\times10^{-3}=5.639\times10^{-3},
\end{equation}
against $5.638\times10^{-3}$ without expansion. At a common $\omega$, an orthogonal rotation of the two core orbitals leaves the sum of squared amplitudes unchanged, order by order. The pair sum therefore equals that of the two localized cores, whose second-order corrections are small. The large terms of opposite sign come from dividing the strength between delocalized orbitals.

\textbf{Q.} May I use the usual length-form dipole in these sums?

\textbf{A.} For exact states of a Hamiltonian with local potentials, $\mathbf p=i[H,\mathbf r]$ gives $\mathbf D=-\omega\langle v|\mathbf r|i\rangle$. In the present orbital model the right-hand side is instead $\lambda\mathbf D$ with $\lambda=1.047$; non-local exchange and the finite basis both break the relation, and their shares were not separated ($\lambda$ is 1.045 in def2-QZVP and 1.035 in uncontracted def2-TZVP). If the length dipole is combined with velocity-form $G$ and $H$, the growth of $f_{11}$ is proportional to $D^2$ but its compensation to $\lambda D^2$. A fraction $1-\lambda=-0.047$ of the drift survives. For the even orbital and a test shift of $(0.7,-0.4,1.3)$ bohr from carbon, that is $-0.047\times2.223\times10^{-3}\approx-0.10\times10^{-3}$, as found in the numerical output. Velocity-form moments throughout cancel algebraically in any basis.

\textbf{Q.} So which calculation should I trust?

\textbf{A.} When $k$ times the extent of the transition is small and $T_0$ is not accidentally weak, use the complete second-order sum in velocity form. Otherwise keep the exponential unexpanded: its strength is a true square, and moving the origin changes only a phase.

\section*{Table of computed values}
\begin{verbatim}
C-S distance (input): 1.55 angstrom
S-S distance R: 5.8582 bohr
RHF/def2-TZVP total energy: -832.958505 hartree
orbital gap omega: 92.0395 hartree = 2504.5 eV
splitting of the two S 1s levels: 3.85e-06 hartree
wave number k: 0.67164 1/bohr;  kR: 3.9346
relative grid error of the dipole moment: 6.9e-09
Strengths f below are dimensionless, in units of 1e-3
Localized left S 1s core: origin, E1, E2, M1, interference, complete sum
  left S      2.82825    0.00002    0.00000   -0.00881    2.81946
  C           2.82825    1.63101    2.73661   -4.37640    2.81946
  right S     2.82825    6.54582   10.94625  -17.50086    2.81946
  full strength, left core: 2.81923
Even delocalized core: origin, E1, E2, M1, interference, complete sum
  C           5.65650    0.00000    0.00000   -8.75281   -3.09631
  left S      5.65650    3.28382    5.47304  -17.50967   -3.09631
  full strength, even core: 1.91097
Odd delocalized core, complete sum: 8.73523
  full strength, odd core: 3.72748
Even + odd, complete sums: 5.63892
Even + odd, full strengths: 5.63845
Even core, second order / E1: -1.5474 (dimensionless)
  two-center value -(kR)^2/10: -1.5481
Even core, full / E1: 0.3378; two-center: 0.3390
kR where the complete sum changes sign: 3.1630
  two-center value sqrt(10): 3.1623
Even core |T0+T1+T2|^2, origin C: 2.33392
Even core |T0+T1+T2|^2, origin left S: 18.65776
Even core |T2|^2, origin C: 5.43023; left S: 21.75407
Electric-only drift, C to left S: 1.82435
Length/velocity dipole ratio lambda: 1.04652 (dimensionless)
Test shift a: (0.7, -0.4, 1.3) bohr
  drift of E2+M1: 2.22252; mixed form: -0.10338
\end{verbatim}
